Positivity-preserving integration of the Dodson-Tsao equation for a thickening film

A model film with misfit 0.01 has an equilibrium critical thickness of 10.8 nm. Grown at 0.1 nm/s, with the illustrative values Cμ² = 50 s⁻¹ and γ0 = 10⁻⁵ for the rate constant and seed defined below, it has lost a strain of 10⁻³, one tenth of the misfit, only at 171 nm, 15.8 times the critical thickness. By 300 nm two thirds of the misfit is gone. The long wait and the rapid loss after it follow from one rate equation, in which dislocations multiply. This note gives a scheme for that equation which cannot overshoot equilibrium, however long the step.

**Equation and conventions**

All strains are magnitudes. Let f be the misfit, γ the strain relieved by dislocations, h the thickness, R the constant growth rate and r(h) the strain kept in equilibrium. The temperature is constant. The Dodson-Tsao equation is

dγ/dt = C μ² e² (γ + γ0),  e = f − γ − r(h).  (1)

Here e is the excess strain, μ the shear modulus, C a rate coefficient and γ0 > 0 the seed, which stands for the dislocations present at the start. Time starts at the critical thickness h_c, where r(h_c) = f, with γ = 0 and h = h_c + Rt. Equation (1) is meant for e ≥ 0: the square hides the sign of e.

**Equilibrium strain**

Take isotropic elasticity with equal moduli in film and substrate. A biaxial strain ε gives the stress Mε in two directions, with M = 2μ(1+ν)/(1−ν) and ν Poisson's ratio, so the energy density is ½(Mε² + Mε²) = Mε². Two orthogonal arrays, each with ρ misfit lines per unit length, relieve γ = ρ b cosλ, where b is the Burgers length and b cosλ its in-plane part perpendicular to the line. The energy per area is

E = M h (f − γ)² + 2γ E_d/(b cosλ),

E_d = μb²(1 − ν cos²β) L/[4π(1−ν)],  L = ln(αh/b).

β is the angle between Burgers vector and line, and α describes the core. Setting dE/dγ = 0 gives −2Mh(f − γ) + 2E_d/(b cosλ) = 0. The strain left is therefore E_d/(M h b cosλ). On inserting M and E_d, the factors μ and 1−ν cancel:

r(h) = aL/h,  a = b(1 − ν cos²β)/[8π(1+ν) cosλ].  (2)

For b = 0.4 nm, ν = 0.28 and 60° dislocations (cosλ = cosβ = 0.5), a = 0.4 × 0.93/(8π × 1.28 × 0.5) = 0.0231 nm.

For h_c, put y = −f h/a. The condition fh = aL becomes ln(αh/b) = −y, so αh/b = e^(−y). With h = −ay/f this is y e^y = −fb/(αa), hence

h_c = −(a/f) W₋₁(−fb/(αa)).  (3)

The Lambert branch W₋₁ has y < −1, that is L > 1. The other branch gives a thickness below eb/α (e here is Euler's number), where a continuum film has no meaning. Since

dr/dh = −a(L − 1)/h²,  (4)

r falls at every thickness beyond h_c. With α = 4, h_c = 10.84 nm.

The line energy in (2) uses h as its outer cut-off, which suits lines spaced more widely than h. At γ = 10⁻³ the spacing b cosλ/γ is 200 nm, comparable with h. At 1000 nm it is 21 nm, far below h, so late values of r belong to the model and are not reliable equilibrium strains.

**Where the rate equation comes from**

Let a threading arm lay down a unit length of misfit line. This releases the elastic energy M h b cosλ (f − γ) and costs E_d. By (2) the net force is M h b cosλ · e. The arm has length h/cosφ in its slip plane, φ being the angle between the slip-plane normal and the in-plane direction perpendicular to the misfit line. Dividing the force by b and by this length gives the excess shear stress

τ = S_f M e,  S_f = cosλ cosφ.

Assume a glide speed v = Bτ, and κτ new arms per arm and unit glide length. The density N of arms then obeys dN/dt = κτvN = κBτ²N. Assume also a fixed mean misfit length per added arm, so that γ = q(N − N0) and γ0 = qN0 with constant q. Then

dγ/dt = q dN/dt = κB S_f² M² e² (γ + γ0),

which is (1) with C = κB[2S_f(1+ν)/(1−ν)]². One power of e comes from glide and one from multiplication. The fixed mean length is a closure assumption, and it holds only while τ changes little: with the multiplication law above, glide lays down a length 1/(κτ) per added arm. In the example below this varies by a factor of 1.24 between 50 and 200 nm, a range that covers the onset, but it grows further as e falls. Late values of γ and N/N0 therefore belong to the closed model (1). Without the closure, dγ/dt is proportional to Nτ, linear in e. Matched to (1) at e = 8.3×10⁻³, that version keeps the onset at 171 nm but gives γ = 8.0×10⁻³ at 300 nm instead of 6.7×10⁻³, and an excess of about 10⁻⁵ at 1000 nm instead of 3.6×10⁻⁴. The onset is insensitive to the closure; the slow power-law tail is a product of it. Blocking, work hardening and fresh nucleation are left out.

**Exact relaxation at fixed thickness**

Freeze h and define s = γ + γ0 and S = f − r + γ0. Then s + e = S is constant and

ds/dt = Cμ² (S − s)² s.

Separation of variables needs the partial fractions

1/[(S−s)² s] = 1/(S² s) + 1/[S²(S−s)] + 1/[S(S−s)²].

To confirm them, multiply by S²(S−s)²s. The right side becomes (S−s)² + s(S−s) + Ss = S², as does the left. Integration gives

(1/S²) ln[s/(S−s)] + 1/[S(S−s)] = Cμ² t + constant.

Now let u = s/e. From S = e(1+u) follows 1/(Se) = (1+u)/S². Multiplying by S² and absorbing the 1 in the constant,

u₁ + ln u₁ = u₀ + ln u₀ + Cμ² S² Δt ≡ z.  (5)

The left side rises from −∞ to +∞ for u₁ > 0, so there is one solution, the Wright omega function u₁ = ω(z). The new state is

e₁ = S/(1+u₁),  γ₁ = S − e₁ − γ0.  (6)

Two limits show its content. For u ≪ 1 the logarithm dominates and the dislocation content grows exponentially at the rate Cμ²S². For long times u ≈ Cμ²S²t, so e ≈ 1/(Cμ²St): the last excess strain decays as a power of time. The rate is largest where d[(S−s)²s]/ds = (S−s)(S−3s) vanishes, at s = S/3.

**The step and pseudocode**

Apply (5) and (6) with h taken at the middle of each step.

```
input: f, a, alpha, b, k = C*mu^2, g0, R
       nodes h[0] = h_c < h[1] < ... < h[n]
g = 0
for i = 0 .. n-1:
    hm = (h[i] + h[i+1])/2
    dt = (h[i+1] - h[i])/R
    S  = f - a*ln(alpha*hm/b)/hm + g0
    u  = (g + g0)/(S - g - g0)
    u  = omega(u + ln(u) + k*S*S*dt)
    g  = S - S/(1 + u) - g0
    store h[i+1], g, N/N0 = (g + g0)/g0
```

Each step costs two logarithms and one ω, and needs no memory beyond the current state. If ω is not available, write u = e^x and solve e^x + x = z by Newton's method:

x ← x − (e^x + x − z)/(e^x + 1).

Start from x = z if z ≤ 1 and from x = ln z otherwise. There the residual is e^z or ln z, neither of them negative. Because e^x + x is increasing and convex, the iterates then descend to the root without crossing it. Even an unfinished iteration has u > 0, hence e > 0.

**One step by hand**

Go from 200 to 250 nm in one step of 500 s, with Cμ² = 50 s⁻¹, γ0 = 10⁻⁵ and starting relief γ = 2.2609×10⁻³. At the midpoint, 225 nm, r = 7.934×10⁻⁴. Then

S = 0.01 − 0.0007934 + 0.00001 = 9.2166×10⁻³,

e = S − γ − γ0 = 6.9458×10⁻³,

u₀ = 2.2709/6.9458 = 0.3269,  ln u₀ = −1.1180,

z = 0.3269 − 1.1180 + 2.1237 = 1.3326.

The solution is u₁ = 1.1730, since 1.1730 + ln 1.1730 = 1.3326. So e₁ = 9.2166×10⁻³/2.1730 = 4.2414×10⁻³ and γ₁ = 4.965×10⁻³. An independent high-order integration of (1) gives 4.968×10⁻³. The step is low by 0.07 % of the relief, although the relief more than doubles in it.

**Why the excess stays positive**

Let A(h) = f − r(h), which rises with h by (4). Suppose γ_n ≤ A(h_n), which holds at the start with equality. At the midpoint A is larger, so the excess entering (5) is positive and u₀ is a positive number. The solution u₁ > u₀ is finite and positive. By (6) the relief rises but stays below A at the midpoint, and A at the end of the step is larger still. Hence γ_n < γ_{n+1} < A(h_{n+1}), and induction covers all steps. No step length entered the argument.

This was tested on 60 runs with 1 to 20 irregular steps over the whole growth, at rates from 0.001 to 10 times R. The excess was positive and the relief rose in every step; the smallest excess was 7.8×10⁻⁶.

**Order of accuracy**

The step is half a growth step at fixed γ, a full relaxation at fixed h, and another half growth step. Taken with −Δt it undoes itself. Let its local error be cΔt^(p+1) at leading order. A step forward and a step back then leave c[1 + (−1)^(p+1)]Δt^(p+1), which must vanish, so p is even. The scheme is consistent, p ≥ 1, and therefore at least of second order.

With steps proportional to h, the observed order is 2.000 from 400 steps on. With uniform steps it is 1.29 between 400 and 800 steps and reaches 1.99 only between 3200 and 6400. The onset stage shows why. While γ is negligible in e, the scheme is in effect a midpoint sum for the integral of g = (Cμ²/R)(f − r)². On a cell of width d with midpoint m, Taylor expansion gives

∫g dh = d g(m) + d³g″(m)/24 + d⁵g⁗(m)/1920 + …

Sum over the cells, and use the same expansion for g″: Σ d g″(m) = ∫g″dh − (d²/24)∫g⁗dh. With 1/576 − 1/1920 = 7/5760,

sum − integral = −(d²/24)[g′] + (7d⁴/5760)[g‴] + …,

where brackets mean the value at the end minus that at h_c. At h_c, f − r = 0, so g′ = 0 there and the steep start adds nothing to the d² term. It does add to the d⁴ term: g‴(h_c) = 6(Cμ²/R)A′A″ is negative, because A′ > 0 and A″ = −a(2L−3)/h³ < 0 with L = fh_c/a = 4.7. Its contribution is positive, opposite in sign to the d² term. For the integral up to 250 nm, the actual error is 0.52 of the d² term at d = 1.24 nm and 0.992 at d = 0.155 nm. The missing part shrinks from 0.48 to 0.008, close to the factor 64 expected when d falls eightfold. These shares refer to the integral with γ dropped, and γ is no longer small at 250 nm. In the scheme itself the largest error is 0.53, 0.87 and 0.97 of its d² scaling at 400, 800 and 1600 steps, and 2 + log₂(0.53/0.87) = 1.29. Uniform steps started from the exact state near 40 nm show order 2.000 from 400 steps on.

Graded steps resolve the start at once. With 100 steps the largest error in γ at the nodes is 2.6×10⁻⁷, against 2.1×10⁻⁶ for uniform steps. At 400 steps the partial cancellation makes the uniform grid slightly better (1.4×10⁻⁸ against 1.6×10⁻⁸), which should not be relied on. These are absolute strain errors; early in growth γ itself is below 10⁻⁵.

**The delayed onset**

Divide (1) by γ + γ0, use dt = dh/R and integrate from h_c:

ln(1 + γ/γ0) = (Cμ²/R) ∫ e² dh.  (7)

Define onset by a detection level γ*, here 10⁻³. Until it is reached, 0 ≤ γ ≤ γ*, so e is at most f − r and at least f − γ* − r wherever that is positive. Both bounds need the integral of (F − r)² = F² − 2FaL/h + a²L²/h². Since dL/dh = 1/h, the middle term integrates to −FaL². For the last, the derivative of −(L²+2L+2)/h is (L²+2L+2)/h² − (2L+2)/h² = L²/h². Hence

G_F(h) = F²h − FaL² − a²(L² + 2L + 2)/h,

(Cμ²/R)[G_F(h) − G_F(h_c(F))] = ln(1 + γ*/γ0),  (8)

with h_c(F) from (3), F replacing f. The root for F = f lies below the true onset, because the drive was overestimated; the root for F = f − γ* lies above it. They are 165 and 199 nm, and the integration gives 171 nm.

The size of the delay can be read from (7). The seed must grow by a factor 101, and ln 101 = 4.62. At full drive, e = f, this takes 4.62R/(Cμ²f²) = 92 nm of growth. Most of the rest of the delay arises because r is still 16 % of f at 100 nm, and the drive enters squared.

Multiplication is what ends the wait within the 1000 nm grown here. If the last factor in (1) is held at γ0, the relief at 1000 nm is 4.1×10⁻⁴, below the detection level, instead of 9.4×10⁻³. With multiplication, N/N0 is 8 at 100 nm, 227 at 200 nm and 670 at 300 nm. The fastest loss in the tabulated history falls between 200 and 250 nm, where γ passes S/3 ≈ 3.1×10⁻³.

**Seed and growth rate**

Seeds of 10⁻⁴, 10⁻⁵ and 10⁻⁶ give onsets at 113, 171 and 226 nm. Each decade adds about ln 10 = 2.3 to the right side of (8). A smaller seed lengthens the stage in which γ is still negligible and e ≈ f − r, about 9×10⁻³ at these thicknesses. With Cμ²/R = 500 nm⁻¹ the right side of (7) then gains 0.04 per nm, so a decade costs about 57 nm, close to the 58 and 55 nm found.

Growth at 0.02, 0.1 and 0.5 nm/s gives onsets at 65, 171 and 603 nm. Faster growth delays the loss in thickness but not in time: the waits after h_c are about 2700, 1600 and 1180 s. Since e ≤ f, no growth rate can make the wait shorter than 4.62/(Cμ²f²) = 923 s in this model. For R → 0, (8) drives its two roots to h_c(f) and h_c(f − γ*), and the delay in thickness disappears apart from the growth needed for equilibrium itself to permit γ*.

**The late stage**

At 1000 nm the excess is 3.6×10⁻⁴, larger than r = 2.1×10⁻⁴, so the film has not reached equilibrium. From (1) and (4),

de/dh = −(Cμ²/R) s e² + a(L−1)/h².

Set s ≈ f, treat L as constant and try e = c/h. Multiplying by h² gives

Kc² − c − a(L−1) = 0,  K = Cμ²f/R = 5 nm⁻¹.

At 1000 nm L = 9.21, a(L−1) = 0.190 nm and c = [1 + √(1 + 4 × 5 × 0.190)]/10 = 0.32 nm. The estimate e = 3.2×10⁻⁴ is 12 % below the computed value. Using the computed s = 9.4×10⁻³ raises it to 3.3×10⁻⁴. The computed product eh is still falling, from 0.42 nm at 600 nm to 0.36 nm at 1000 nm, so e has not yet settled to the form c/h. Once it has, e and r both fall roughly as 1/h, and further growth closes the gap only slowly. This tail is a property of the closed equation (1), not a prediction for real films: without the closure the excess at 1000 nm is far below r, while blocking and work hardening, left out here, act the other way.

**Failure modes**

Explicit Euler at fixed h gives e_new = e(1 − Cμ² e s Δt). Because es ≤ S²/4, it keeps e ≥ 0 from any state if Δt ≤ 4/(Cμ²S²). At 1000 nm this is 833 s. With twice that step, starting from e = s = S/2, three steps give e = −0.0049, −0.034 and −4.4: after the overshoot e² drives γ further the wrong way. The scheme (5)–(6) gives 1.2×10⁻³, 6.4×10⁻⁴ and 4.3×10⁻⁴. Clipping a negative e to zero stops the runaway but leaves γ above the value permitted at that thickness.

The present scheme has limits of its own.

- Positivity is guaranteed only if f − r(h) does not fall. Etching the film, or lowering f during growth, can make e negative, and (1) then has no valid meaning.
- Start at h_c, or above it with γ ≤ f − r(h). If growth starts with γ = 0 and the first midpoint lies below h_c, u is negative and the step fails.
- γ0 = 0 gives no relief at any thickness, since (1) contains no nucleation.
- In a long anneal at fixed h, e becomes a small difference of larger numbers, so computing it as S − γ − γ0 loses relative accuracy, and once e nears the rounding level of S (about 10⁻¹⁸ in double precision) the step as written fails. Storing e from (6) and carrying it along avoids this.
- Positivity is not accuracy. Ten uniform steps keep e > 0 but err by up to 4.5×10⁻⁴ in γ, 4.5 % of the misfit. Step halving on graded nodes is the practical control.

The full strain history and refinement table are in the numerical output below.

Numbers as computed

```
misfit f = 0.01, Poisson ratio = 0.28, alpha = 4.0
Burgers length b = 0.40 nm, cos lambda = 0.5, cos beta = 0.5
mu = 5.00e+10 Pa, C = 2.00e-20 Pa^-2 s^-1, C mu^2 = 50.000 s^-1
seed gamma0 = 1.0e-05, onset level gamma* = 1.0e-03
growth rate R = 0.100 nm/s, final h = 1000 nm
length a = 0.023127 nm
critical thickness h_c = 10.8362 nm
growth time from h_c to final h = 9891.6 s
History (reference solver): h/nm, r, relief, excess, N/N0
      50 2.8745e-03 7.6632e-06 7.1178e-03 1.77
     100 1.5976e-03 7.3187e-05 8.3292e-03 8.32
     150 1.1276e-03 4.8495e-04 8.3875e-03 49.49
     200 8.7894e-04 2.2609e-03 6.8602e-03 227.09
     250 7.2379e-04 4.9685e-03 4.3077e-03 497.85
     300 6.1722e-04 6.6871e-03 2.6956e-03 669.71
     400 4.7955e-04 8.1103e-03 1.4101e-03 812.03
     600 3.3533e-04 8.9589e-03 7.0582e-04 896.89
    1000 2.1301e-04 9.4252e-03 3.6178e-04 943.52
misfit line spacing at final h = 21.22 nm
final relief without multiplication = 4.1150e-04
One long step: h 200 to 250 nm, dt = 500.0 s
  midpoint h = 225.0 nm, r = 7.933849e-04
  start relief = 2.260863e-03, S = 9.216615e-03, excess = 6.945752e-03
  u0 = 0.326943, ln u0 = -1.117970, C mu^2 S^2 dt = 2.123650
  right side = 1.332623, new u = 1.173031
  new relief = 4.965252e-03, reference = 4.968494e-03
  step time recovered by quadrature = 500.000000 s
Largest relief error: steps, uniform step in nm, uniform, graded
     10   98.916 4.526e-04 1.399e-05
    100    9.892 2.094e-06 2.599e-07
    400    2.473 1.357e-08 1.628e-08
    800    1.236 5.561e-09 4.071e-09
   1600    0.618 1.549e-09 1.018e-09
   3200    0.309 3.975e-10 2.544e-10
   6400    0.155 1.000e-10 6.361e-11
  12800    0.077 2.504e-11 1.590e-11
orders, uniform, from 400 steps: 1.287, 1.844, 1.962, 1.991, 1.998
orders, graded, from 400 steps: 2.000, 2.000
midpoint sum, step 1.239 nm: error / second-order term = 0.523
midpoint sum, step 0.155 nm: error / second-order term = 0.992
smallest excess in 60 long-step runs = 7.809e-06
Onset: R in nm/s, gamma0, lower bound, onset, upper bound in nm
  0.100 1.0e-05 165.22 171.11 198.78
  0.020 1.0e-05 62.92 64.88 74.55
  0.500 1.0e-05 579.64 602.85 706.67
  0.100 1.0e-04 107.46 113.11 128.48
  0.100 1.0e-06 220.76 226.38 266.59
onset from reference solver = 171.111 nm
onset / h_c = 15.79, delay = 1602.8 s
Fixed film h = 1000 nm, S = 9.79699e-03, step = 1667.0 s, start excess = 4.8985e-03
  Euler excess, steps 1-3: -4.898e-03, -3.429e-02, -4.355e+00
  omega-step excess, steps 1-3: 1.217e-03, 6.388e-04, 4.276e-04
```
